# Transient Peltier supercooling and when an optimal pulse ratio exists

**Question.** A thermoelectric cooler runs at the current that gives its lowest steady temperature. More current would make it warmer in the long run, yet a sudden increase first makes it colder. Why does this happen, and by what factor should the current be raised to get the deepest dip?

**Answer.**

## Two heat sources with different geometry

Take one leg of length $L$, with its cold junction at $x=0$ and its hot end at $x=L$ held at $T_h$. The Seebeck coefficient $S$, resistivity $\rho$, thermal conductivity $\kappa$ and heat capacity per volume $c$ are constants, so there is no Thomson heat. Heat flows along $x$ only, and the junction carries no thermal load. The current density $j$ is counted positive in the direction that cools the junction, and $S>0$ denotes the magnitude of the coefficient. All heat flows below are per unit area.

The current does two things. At the junction it absorbs the Peltier heat $SjT(0)$, a sink concentrated on a surface. Throughout the leg it releases the Joule heat $\rho j^2$ per volume.

After a time $t$, heat has diffused over a length of order $\sqrt{Dt}$, where $D=\kappa/c$. A constant surface sink has then removed heat proportional to $t$ from a layer of thickness proportional to $\sqrt t$, so the surface has cooled by an amount proportional to $\sqrt t$. A uniform volume source warms each layer in proportion to $t$. Since $\sqrt t$ exceeds any multiple of $t$ at short enough times, cooling wins first and heating wins later.

Joule heat is therefore not absent at the junction during the first moments. The material there warms at once, but slowly compared with the Peltier cooling. The picture of Joule heat arriving by diffusion is correct for the heat *flux* into a junction whose temperature hardly changes, a case treated below.

## The steady state before the pulse

In the steady state $\kappa T''+\rho j^2=0$, so

$$T(x)=T_c+T'(0)\,x-\frac{\rho j^2x^2}{2\kappa}.$$

Setting $T(L)=T_h$ gives the conducted heat $\kappa T'(0)$ that enters the junction from the leg. Without a load it must equal the Peltier heat absorbed there:

$$SjT_c=\frac{\kappa(T_h-T_c)}{L}+\frac{\rho j^2L}{2}.$$

Half of the Joule heat thus burdens the cold junction. At the lowest $T_c$ we have $dT_c/dj=0$, and differentiating the balance with respect to $j$ gives $ST_c=\rho jL$. Hence

$$j_0=\frac{ST_c}{\rho L}.$$

Put this back into the balance. The Peltier term is $S^2T_c^2/(\rho L)$ and the Joule term is half of it, so

$$T_h-T_c=\tfrac12ZT_c^2,\qquad Z=\frac{S^2}{\rho\kappa},\qquad T_c=\frac{\sqrt{1+2ZT_h}-1}{Z}.$$

From here on, $T_c$ and $j_0$ denote these optimum values.

## The heat equation after the step

At $t=0$ the current density rises from $j_0$ to $Pj_0$, with $P>1$, and stays there. Write the temperature as the old steady profile plus a deviation $\theta(x,t)$, which starts from zero. Subtracting the steady equation leaves the excess Joule heat:

$$\theta_t=D\theta_{xx}+B,\qquad B=\frac{\rho j_0^2(P^2-1)}{c}.$$

The junction condition during the pulse is $\kappa T_x(0)=SPj_0[T_c+\theta(0)]$. Subtracting $\kappa T_x(0)=Sj_0T_c$ for the old profile and dividing by $\kappa$ gives

$$\theta_x(0)=H\theta(0)+G,\qquad H=\frac{SPj_0}{\kappa},\qquad G=\frac{S(P-1)j_0T_c}{\kappa}.$$

$G$ is the extra Peltier cooling at the old temperature. The term with $H$ is a feedback: a colder junction absorbs less Peltier heat.

While $\sqrt{Dt}\ll L$, the hot end has no noticeable influence and the leg may be treated as semi-infinite. With the Laplace transform $\bar\theta(x,s)$ and $q=\sqrt{s/D}$, the solution that stays bounded far from the junction is

$$\bar\theta=\frac{B}{s^2}+Ae^{-qx}.$$

The junction condition reads $-qA=H(B/s^2+A)+G/s$. Solving for $A$ and adding $B/s^2$ gives

$$\bar\theta(0,s)=\frac{1}{q+H}\left(\frac{Bq}{s^2}-\frac{G}{s}\right).$$

## The dip without feedback

First neglect the feedback by setting $H=0$. Then $\bar\theta(0,s)=B/s^2-G\sqrt D\,s^{-3/2}$. Since $s^{-3/2}$ is the transform of $2\sqrt{t/\pi}$,

$$\theta(0,t)=-2G\sqrt{\frac{Dt}{\pi}}+Bt.$$

These are the two laws expected from the geometry. The derivative with respect to $\sqrt t$ vanishes at $\sqrt{t_*}=G\sqrt{D/\pi}/B$. There the Joule rise is half the Peltier drop, and the net dip is $G^2D/(\pi B)$. Inserting $G$ and $B$,

$$\Delta_0=\frac{S^2(P-1)^2j_0^2T_c^2}{\kappa^2}\,\frac{\kappa}{c}\,\frac{c}{\pi\rho j_0^2(P^2-1)}=\frac{ZT_c^2}{\pi}\,\frac{P-1}{P+1}.$$

In the same way $\sqrt{Dt_*}=GD/(\sqrt\pi B)=ST_c/[\sqrt\pi\rho j_0(P+1)]$, which with $j_0=ST_c/(\rho L)$ becomes

$$\sqrt{Dt_*}=\frac{L}{\sqrt\pi\,(P+1)}.$$

The dip grows with every increase of $P$ and levels off. There is no optimal ratio in this approximation, and the next question is whether feedback creates one.

## Feedback does not create an optimum

Measure time by $\tau=H^2Dt$ and set $s=H^2Dp$, so that $q=H\sqrt p$. The transform with respect to $\tau$ is $H^2D\,\bar\theta$, that is,

$$\frac{B}{H^2D}\,\frac{1}{p^{3/2}(\sqrt p+1)}-\frac GH\,\frac{1}{p(\sqrt p+1)}.$$

Partial fractions in $\sqrt p$ give

$$\frac1{p(\sqrt p+1)}=\frac1p-\frac1{\sqrt p}+\frac1{\sqrt p+1},$$

$$\frac1{p^{3/2}(\sqrt p+1)}=\frac1{p^{3/2}}-\frac1p+\frac1{\sqrt p}-\frac1{\sqrt p+1}.$$

To invert the last fraction, define $w(\tau)=e^\tau\,\mathrm{erfc}\sqrt\tau$. It obeys $w'=w-1/\sqrt{\pi\tau}$ and $w(0)=1$. Its transform $W$ therefore satisfies $pW-1=W-1/\sqrt p$, so $W=1/[\sqrt p(\sqrt p+1)]=1/\sqrt p-1/(\sqrt p+1)$. Thus $1/(\sqrt p+1)$ belongs to $1/\sqrt{\pi\tau}-w$. The terms $1/\sqrt{\pi\tau}$ cancel in both expressions, which become $1-w$ and

$$g(\tau)=2\sqrt{\tau/\pi}-1+w.$$

The prefactors are $G/H=T_c(1-1/P)$ and $B/(H^2D)=(1-1/P^2)/Z$. The junction temperature is therefore lowered by

$$-\theta(0)=\left(1-\frac1P\right)\left[T_c(1-w)-\left(1+\frac1P\right)\frac gZ\right].$$

Here $g$ is positive for $\tau>0$, because $g(0)=0$ and $g'=w>0$. Now compare two pulse ratios at the same $\tau$, which means at different real times. Wherever the bracket is positive, both it and its prefactor grow with $P$. Take the larger ratio at the value of $\tau$ where the smaller one has its deepest dip: it already gives a deeper dip there, and its own best value can only be deeper still. An ideal junction, without heat capacity or contact resistance, has no finite optimal pulse ratio in the semi-infinite regime.

The time of the minimum follows from $g'=w$ and $(1-w)'=1/\sqrt{\pi\tau}-w$:

$$\frac{1}{\sqrt{\pi\tau}\,w}=1+\frac{1+1/P}{ZT_c}.$$

The substitution $z=2\sqrt\tau\,(v-\sqrt\tau)$ in the integral $\mathrm{erfc}\sqrt\tau=(2/\sqrt\pi)\int_{\sqrt\tau}^\infty e^{-v^2}dv$ gives $\sqrt{\pi\tau}\,w=\int_0^\infty e^{-z-z^2/4\tau}dz$. This rises steadily from 0 to 1, so there is one minimum. As $P\to\infty$, its $\tau$ and its depth tend to finite values, while the real time $t=\tau/(H^2D)$ shrinks as $1/P^2$. The limit thus relies on a junction that responds infinitely fast.

## A heavy junction: the optimal ratio is 3

Give the junction a heat capacity $cd$ per area, where $d$ is the thickness of leg material with the same heat capacity. Suppose it is so heavy that its temperature hardly changes on the scale of the temperatures in the leg. The excess Joule heat then diffuses towards a surface with $\theta(0)\approx0$. The transform is $\bar\theta=(B/s^2)(1-e^{-qx})$, and the flux into the junction is

$$\kappa\bar\theta_x(0)=\frac{\kappa B}{\sqrt D\,s^{3/2}}\quad\Rightarrow\quad \kappa\theta_x(0)=2cB\sqrt{\frac{Dt}{\pi}}.$$

This is the precise form of the picture in which Joule heat arrives by diffusion: extra Peltier cooling $F=S(P-1)j_0T_c$ acts at once, while the Joule flux builds up from zero. Integrating the net heat over time,

$$cd\,\theta(0,t)=-Ft+\frac43\,cB\sqrt{\frac D\pi}\,t^{3/2}.$$

The minimum occurs when the two fluxes are equal, $F=2cB\sqrt{Dt/\pi}$. The second term is then $\frac23Ft$, so the heat removed is $Ft/3$, with $t=\pi F^2/(4c^2B^2D)$:

$$cd\,|\theta|=\frac{\pi F^3}{12\,c^2B^2D}=\frac{\pi}{12D}\,\frac{S^3T_c^3}{\rho^2j_0}\,\frac{P-1}{(P+1)^2}.$$

With $j_0=ST_c/(\rho L)$ and $D=\kappa/c$ this becomes

$$\Delta_{\rm heavy}=\frac{\pi}{12}\,\frac Ld\,ZT_c^2\,\frac{P-1}{(P+1)^2}.$$

Setting the logarithmic derivative to zero gives $1/(P-1)=2/(P+1)$, hence

$$P_*=3.$$

The extra cooling power grows as $P-1$, but the time before the Joule flux catches up shrinks as $(P+1)^{-2}$. The optimal ratio contains no material constant. At the minimum $\sqrt{Dt}=\sqrt\pi L/[2(P+1)]$, which is $0.22L$ for $P=3$: short enough for the semi-infinite treatment. The heavy limit requires $d$ to be much larger than this length, so the price of the universal ratio is a small dip.

## Contact resistance: another route to an optimum

Let the junction instead be massless, with a contact resistance $r$ (resistance times area) whose heat $rj^2$ is released at the junction. The steady balance gains a term $rj^2$ on the heating side, and the same differentiation as before gives $j_0=ST_c/(\rho L+2r)$. The extra surface cooling during the pulse is now

$$S(P-1)j_0T_c-rj_0^2(P^2-1)=S(P-1)j_0T_c\,[1-\varepsilon(P+1)],\qquad \varepsilon=\frac{rj_0}{ST_c}.$$

This heating acts at the surface, as the Peltier sink does, but grows as $P^2$. For $\varepsilon(P+1)\ge1$ the step brings no extra surface cooling at all. Below that, $G$ is multiplied by the bracket, and the dip without feedback, proportional to $G^2$, becomes

$$\Delta_r=\frac{ZT_c^2}{\pi}\,\frac{P-1}{P+1}\,[1-\varepsilon(P+1)]^2.$$

With $y=P+1$, the vanishing logarithmic derivative reads

$$\frac1{y-2}-\frac1y=\frac{2\varepsilon}{1-\varepsilon y}.$$

The left side is $2/[y(y-2)]$, so $1-\varepsilon y=\varepsilon y^2-2\varepsilon y$, or $\varepsilon y(y-1)=1$:

$$P_*(P_*+1)=\frac1\varepsilon=\frac{\rho L}{r}+2.$$

As $r\to0$ the optimum moves to infinity, in agreement with the ideal case. Neglecting feedback is justified for small $ZT_c$. To include it, multiply $T_c(1-w)$ in the full solution by $1-\varepsilon(P+1)$.

## Numbers for a model leg

Take round parameters: $S=200$ µV/K, $\rho=10$ µΩ m, $\kappa=1.5$ W/(m K), $c=1.2$ MJ/(m³ K), $L=5$ mm and $T_h=300$ K. Then

$$Z=\frac{(2\times10^{-4})^2}{10^{-5}\times1.5}=2.67\times10^{-3}\ \mathrm{K^{-1}},\qquad T_c=\frac{\sqrt{2.6}-1}{Z}=229.7\ \mathrm K.$$

The steady cooling is 70.3 K, $ZT_c=0.61$, $j_0=9.19\times10^5$ A/m², and the diffusion time $L^2/D$ is 20 s.

For $P=3$ the early laws give, after 1 ms, a Peltier drop of 2.24 K and a Joule rise of 0.056 K. Cooling leads by a factor of 40. The ratio of the two laws falls as $1/\sqrt t$, so the lead does not last.

The dips below come from a numerical solution of the heat equation on the finite leg, divided into finite volumes and advanced in time by its eigenmodes. The dip for $P=30$, where the cooled layer is thinnest, is taken from the full solution above. The third column is $\Delta_0$.

| $P$ | dip (K) | no feedback (K) | time of minimum (s) |
|---|---|---|---|
| 2 | 12.2 | 14.9 | 0.55 |
| 3 | 17.9 | 22.4 | 0.30 |
| 5 | 23.3 | 29.8 | 0.13 |
| 10 | 28.1 | 36.6 | 0.038 |
| 30 | 31.7 | 41.9 | 0.0047 |

At $P=3$ the full solution splits the dip into 32.3 K of Peltier cooling minus 14.4 K of Joule heating, which leaves 17.9 K and a junction at 211.8 K. For $P\to\infty$ it gives 33.6 K; without feedback the limit would be $ZT_c^2/\pi=44.8$ K. A threefold current thus reaches 53% of the attainable dip. Going from $P=10$ to $P=30$ adds less than 4 K and brings the minimum eight times earlier.

A junction with heat capacity turns this saturation into an optimum. The same numerical method, with the ratio varied to find the deepest dip, gives:

| $d/L$ | best $P$ | dip (K) |
|---|---|---|
| 0.02 | 10.9 | 23.3 |
| 0.1 | 5.8 | 14.9 |
| 0.5 | 3.8 | 6.2 |
| 2 | 3.2 | 2.0 |
| 100 | 3.0 | 0.046 |

The first row corresponds to only 0.1 mm of leg material. Even so, the optimum is finite. The layer cooled in the leg thins as $L/P$, so the share of the cooling spent on the junction's own heat capacity grows as $Pd/L$, while the gain still open to an ideal junction falls as $1/P$. For a light junction the two balance at $P$ of order $\sqrt{L/d}$, where the layer is still thicker than $d$. At much larger $P$ the layer becomes thinner than $d$, the junction acts as a heavy one, and the dip falls off. The last row is the heavy limit, where the formula gives $(\pi/12)(1/100)(ZT_c^2)(2/16)=0.046$ K.

Now remove the heat capacity and add $r=10^{-9}$ Ω m². With $\rho L=5\times10^{-8}$ Ω m², $1/\varepsilon=50+2=52$, and

$$P_*=\frac{\sqrt{1+4\times52}-1}{2}=6.7.$$

Feedback moves this to 6.8, a small shift although $ZT_c$ is not small. The dip there is 19.5 K, less than the ideal junction reaches at $P=5$.

## What the pulse leaves behind

The cold is borrowed. In the ideal case at $P=3$, the middle of the leg, which the influence of the two ends has not yet reached, has warmed during the pulse by about

$$Bt=\frac{8\rho j_0^2}{c}\,t=56\ \mathrm{K/s}\times0.30\ \mathrm s=17\ \mathrm K$$

above its old profile. If the current returns to $j_0$ at the coldest moment, this stored heat still has to leave through the two ends. The numerical solution shows the junction rising to 7.9 K above its old steady temperature, 1.8 s after the pulse, before it settles back. A pulse therefore serves a task that needs the lowest temperature briefly and can tolerate a warmer interval afterwards.

These results hold for constant material properties and one-dimensional flow. With a steady difference of 70 K along the leg, the temperature dependence of a real material's $S$, $\rho$ and $\kappa$ would change the figures. Side losses would add a term to the heat equation, while a thermal load or a hot end that warms during the pulse would change the conditions at the ends of the leg. Within the model, the junction's heat capacity and contact resistance are what make the best ratio finite. Its value depends mainly on how large they are compared with the heat capacity and resistance of the leg.

All numerical values are calculated from the stated model.
